# Which energy do Hellmann-Feynman forces with smeared occupations differentiate?

## The argument under review

The argument concerns a mean-field calculation in which the occupations near the Fermi level are smeared. It runs as follows.

1. The Hellmann-Feynman theorem says that the derivative of the energy needs the explicit dependence of the Hamiltonian on the displacement $x$, and no derivatives of the orbitals.
2. The entropy of the occupations has no explicit dependence on $x$, so it adds no term to the force formula. The computed force is therefore $-dE/dx$, with $E$ the internal energy.
3. The reported energy is extrapolated to zero width. The forces belong to that energy too, and a relaxed geometry is the zero-width geometry.

The first sentence of point 2 is true. The question is whether the rest follows. The orbitals are not the only quantities that respond to $x$: the occupations respond as well, and the argument does not say what becomes of their derivatives.

## Definitions

Let $f_i$ be the occupation per spin of orbital $i$, between 0 and 1, with two spins per orbital. The basis is orthonormal and does not move with $x$. The one-electron Hamiltonian is $h_0(x)$, and the interaction energy $E_{\rm int}[n]$ depends on $x$ only through the density $n$. Then

$$E=2\sum_i f_i\langle i|h_0|i\rangle+E_{\rm int}[n],\qquad n_s=2\sum_i f_i|\psi_i(s)|^2 ,$$

where $s$ labels basis sites. At self-consistency the orbitals satisfy $h|i\rangle=\varepsilon_i|i\rangle$ with $h=h_0+v$ and $v_s=\partial E_{\rm int}/\partial n_s$. The Hellmann-Feynman force is

$$F=-2\sum_i f_i\Big\langle i\Big|\frac{\partial h_0}{\partial x}\Big|i\Big\rangle .$$

For Fermi-Dirac smearing of width $\tau=k_BT$,

$$f_i=\frac{1}{1+e^{(\varepsilon_i-\mu)/\tau}},\qquad S=-2\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right],$$

with $S$ dimensionless and $\mu$ fixed by the electron number $N=2\sum_i f_i$. Three energies can be formed:

$$E,\qquad A=E-\tau S,\qquad E_0=\tfrac12(E+A)=E-\tfrac12\tau S .$$

$A$ is the free energy and $E_0$ the usual extrapolation to zero width. $E_0$ is an estimate, to be kept apart from the true zero-width energy, which is the limit of $E$ and $A$ as $\tau\to0$. For fixed, non-degenerate levels it is obtained by filling the lowest ones; with an interaction, or an odd electron number, levels at $\mu$ can stay fractionally occupied in that limit.

## Where the argument breaks

Differentiate $E$ at constant $\tau$ and $N$, with a prime for $d/dx$. The interaction contributes $\sum_s v_s n_s'$, which turns $h_0$ into $h$ wherever an orbital or an occupation is differentiated:

$$E'=2\sum_i f_i\Big\langle i\Big|\frac{\partial h_0}{\partial x}\Big|i\Big\rangle+2\sum_i f_i\big(\langle i'|h|i\rangle+\langle i|h|i'\rangle\big)+2\sum_i f_i'\langle i|h|i\rangle .$$

The first sum is $-F$. In the second, $h|i\rangle=\varepsilon_i|i\rangle$ gives

$$\langle i'|h|i\rangle+\langle i|h|i'\rangle=\varepsilon_i\frac{d}{dx}\langle i|i\rangle=0 ,$$

because the orbitals stay normalized. This is the legitimate content of point 1. The third sum remains:

$$E'=-F+2\sum_i\varepsilon_i f_i' .\tag{1}$$

Nothing makes this last term vanish in general. Moving charge from a high level to a low one changes $E$ at first order. Point 2 drops the term without a reason. What is true is that $F$ is minus the derivative of $E$ *at frozen occupations*, since setting $f_i'=0$ in (1) leaves $E'=-F$.

Now the entropy. It depends on $x$ through the occupations, so

$$S'=-2\sum_i f_i'\left[\ln f_i+1-\ln(1-f_i)-1\right]=-2\sum_i f_i'\ln\frac{f_i}{1-f_i}.$$

From the Fermi function, $f_i/(1-f_i)=e^{-(\varepsilon_i-\mu)/\tau}$. Therefore

$$\tau S'=2\sum_i(\varepsilon_i-\mu)f_i'=2\sum_i\varepsilon_if_i' ,\tag{2}$$

where the term with $\mu$ vanishes because $2\sum_if_i'=N'=0$. Subtracting (2) from (1),

$$A'=E'-\tau S'=-F .\tag{3}$$

The force is minus the derivative of the free energy. The other two slopes follow from $E=A+\tau S$ and $E_0=A+\frac12\tau S$:

$$-E'=F-\tau S',\qquad -E_0'=F-\tfrac12\tau S' .\tag{4}$$

The true sentence in point 2 thus supports the opposite conclusion. The Hellmann-Feynman argument keeps explicit derivatives alone when the function is stationary in everything else. $E$ is stationary in the orbitals but not in the occupations; $A$ is stationary in both, at fixed $N$. Since $S$ has no explicit dependence on $x$, the explicit derivative of $A$ is the same as that of $E$, namely $-F$. The entropy adds no term to the force formula, and for that very reason the formula differentiates $A$.

## Does this depend on the Fermi function?

The step that matters is (2): the entropy term must respond to the occupations as $2\sum_i(\varepsilon_i-\mu)f_i'$. For Gaussian smearing of width $w$, put $y_i=(\varepsilon_i-\mu)/w$ and

$$f_i=\tfrac12\,{\rm erfc}(y_i),\qquad \tau S\;\to\; G=\frac{w}{\sqrt\pi}\sum_i e^{-y_i^2}.$$

Here $f_i'=-e^{-y_i^2}y_i'/\sqrt\pi$, so

$$G'=-\frac{2w}{\sqrt\pi}\sum_i y_ie^{-y_i^2}y_i'=2\sum_i w\,y_if_i'=2\sum_i(\varepsilon_i-\mu)f_i' ,$$

which is (2) again. Result (3) holds with $A=E-G$. The width is then a numerical parameter and $G$ a generalized entropy term, not heat at a physical temperature.

A four-site chain with three electrons and a mean-field on-site repulsion tests these statements with orbitals and potential that both respond to a dimensionless $x$. With Fermi-Dirac smearing of 0.4 eV, $F=-1.539$ eV. Numerical differentiation gives $-A'=-1.539$ eV, but $-E'=-1.885$ eV and $-E_0'=-1.712$ eV. Holding the occupations fixed and reconverging the orbitals brings $-E'$ back to $-1.539$ eV. By (4), $\tau S'=-1.539+1.885\approx0.345$ eV from the unrounded values, and half of it separates $F$ from $-E_0'$. Gaussian smearing of 0.8 eV shows the same pattern: $F$ and $-A'$ are both $-1.612$ eV, against $-1.868$ eV for $-E'$ and $-1.740$ eV for $-E_0'$.

## A crossing of two levels

The size of the effect is easiest to see where occupations change quickly. Take two levels that cross without coupling,

$$\varepsilon_1=ax,\qquad \varepsilon_2=-ax,$$

and two electrons. The requirement $f_1+f_2=1$ is met by $\mu=0$, because $1/(1+e^z)+1/(1+e^{-z})=1$. With $u=ax/(2\tau)$,

$$f_1=\frac1{1+e^{2u}},\qquad f_2=\frac1{1+e^{-2u}},\qquad f_2-f_1=\tanh u .$$

The internal energy and the force follow at once, the slopes of the levels being $a$ and $-a$:

$$E=2(f_1-f_2)ax=-2ax\tanh u,\qquad F=-2(f_1a-f_2a)=2a\tanh u .$$

For the free energy, write $\ln f_i=-\varepsilon_i/\tau+\ln(1-f_i)$ in the definition of $S$. This gives

$$\tau S=2\sum_if_i\varepsilon_i-2\tau\sum_i\ln(1-f_i)=E-2\tau\ln(f_1f_2),$$

since $1-f_1=f_2$ and $1-f_2=f_1$. The product is $f_1f_2=1/[(1+e^{2u})(1+e^{-2u})]=1/(4\cosh^2u)$, so

$$A=E-\tau S=2\tau\ln(f_1f_2)=-4\tau\ln(2\cosh u).$$

Using $du/dx=a/(2\tau)$, the three slopes are

$$-A'=4\tau\tanh u\,\frac{a}{2\tau}=2a\tanh u=F,$$

$$-E'=2a\tanh u+\frac{2ax}{\cosh^2u}\,\frac{a}{2\tau}=2a\left(\tanh u+\frac{u}{\cosh^2u}\right),$$

$$-E_0'=2a\left(\tanh u+\frac{u}{2\cosh^2u}\right),$$

the last being the mean of the first two.

**Near the crossing**, $|u|\ll1$, they become $2au$, $4au$ and $3au$. The force is half the slope of the internal energy and two thirds of that of the extrapolated energy. At $x=0$ all three vanish by symmetry, so a comparison made there would reveal nothing.

**Far from the crossing**, $u\gg1$, we have $1/\cosh^2u\approx4e^{-2u}$, and $-E'$ exceeds $F$ by about $8au\,e^{-2u}$. The gap between the levels is $2ax=4u\tau$, so the discrepancy dies out once the gap is many times $\tau$. In that regime the belief does no harm.

Choose $a=1$ eV/Å and $\tau=0.10$ eV (1160 K). At $x=0.10$ Å, $u=0.10/0.20=0.5$. The slopes in eV/Å are:

| $x$ (Å) | $F=-A'$ | $-E'$ | $-E_0'$ |
|---|---|---|---|
| 0.01 | 0.100 | 0.200 | 0.150 |
| 0.10 | 0.924 | 1.711 | 1.317 |
| 0.20 | 1.523 | 2.363 | 1.943 |
| 1.00 | 2.000 | 2.002 | 2.001 |

The true zero-width energy is $-2a|x|$, with both electrons in the lower level, and its force for $x>0$ is $2a=2$ eV/Å. At 0.10 Å the computed force is less than half of that. It is no zero-width force.

## Where the missing energy goes

Integrating (3) at constant $\tau$, the work done by $F$ equals the drop in $A$. From $x=0$ to 0.25 Å that work is 0.254 eV, and $A$ drops by 0.254 eV. Over the same path $E$ drops by 0.424 eV and $E_0$ by 0.339 eV. The difference $0.424-0.254=0.170$ eV is the decrease of $\tau S$. As the levels separate, electrons settle into the lower one, and for a physical temperature this part of the energy leaves as heat to the reservoir that holds $\tau$ constant. It does no work on the coordinate.

The same point decides what molecular dynamics at constant width conserves. For a mass $M$ moving under $F$ alone,

$$\frac{d}{dt}\left(\tfrac12M\dot x^2\right)=F\dot x=-\frac{dA}{dt},$$

so the kinetic energy plus $A$ is constant. The kinetic energy plus $E$ varies by the change of $\tau S$, even with perfect forces and a vanishing time step. Such a variation is not evidence of poor convergence.

## What relaxation finds

Add an elastic energy $\frac12Kx^2$, which enters all three energies alike. For small $u$, $\ln\cosh u\approx u^2/2$ and $\tanh u\approx u$, hence

$$A\approx{\rm const}-2\tau u^2={\rm const}-\frac{a^2x^2}{2\tau},\qquad E\approx-2axu=-\frac{a^2x^2}{\tau}.$$

The curvatures of the total energies at $x=0$ are therefore

$$K-\frac{a^2}{\tau}\;(A),\qquad K-\frac{2a^2}{\tau}\;(E),\qquad K-\frac{3a^2}{2\tau}\;(E_0).$$

They change sign at different widths. With $K=8$ eV/Å$^2$, the curvature of $A$ is positive for $\tau>a^2/K=0.125$ eV, while that of $E_0$ stays negative up to $3a^2/(2K)=0.1875$ eV.

At $\tau=0.16$ eV, inside this window, the curvatures are $8-6.25=1.75$, $8-12.5=-4.5$ and $8-9.375=-1.375$ eV/Å$^2$ for $A$, $E$ and $E_0$. A relaxation that follows the forces from $x=0.25$ Å ends at $x=0$. No other end point is possible: for $x>0$, $\tanh u<u$ gives $F<a^2x/\tau<Kx$, so the total force points back to the origin, and by symmetry the same holds for $x<0$. Yet $E$ and $E_0$ both have a local maximum there, with minima at 0.289 Å and 0.178 Å. Someone who takes the relaxed point for a minimum of the extrapolated energy has the sign of its curvature wrong.

At $\tau=0.10$ eV all three curvatures are negative and every energy has a displaced minimum. The relaxation ends at 0.178 Å, the minimum of $A$; those of $E$ and $E_0$ lie at 0.295 Å and 0.257 Å. The true zero-width energy $\frac12Kx^2-2a|x|$ has its minimum at $x=2a/K=0.25$ Å. The relaxed displacement is 29% short of it.

The minimum of $E_0$ at this width is within 3% of the zero-width one, which might suggest that minimizing $E_0$ is a general cure. It is not one in this model. At a minimum the electronic slope balances $Kx$, here $8\times0.257\approx2.06$ eV/Å, close to the zero-width value of 2. The slope of $E_0$ stays near 2 in this region only while the gap between the levels, 0.5 eV at $x=0.25$ Å, is at least about four times $\tau$. By the formula for $-E_0'$, its value at 0.25 Å is 2.05 eV/Å for $\tau=0.10$ eV but only 1.75 eV/Å for $\tau=0.16$ eV. At the larger width the minimum of $E_0$ is itself 29% short.

## What the extrapolation does achieve

Point 3 leans on the quality of $E_0$ as an energy, and that quality is real under suitable conditions. Vary $\tau$ at fixed $x$ and $N$ with Fermi-Dirac smearing. The steps leading to (1) and (2) hold with $d/d\tau$ in place of $d/dx$, and $h_0$ has no explicit dependence on $\tau$, so $dE/d\tau=\tau\,dS/d\tau$ and

$$\frac{dA}{d\tau}=\frac{dE}{d\tau}-S-\tau\frac{dS}{d\tau}=-S .$$

Suppose the level spectrum is dense and smooth enough that $A$ has an expansion in even powers about the zero-width energy $E_c$:

$$A=E_c-\tfrac12\gamma\tau^2+c\,\tau^4+\dots$$

Then $S=\gamma\tau-4c\tau^3+\dots$, and

$$E=A+\tau S=E_c+\tfrac12\gamma\tau^2-3c\,\tau^4+\dots,\qquad E_0=E_c-c\,\tau^4+\dots$$

The quadratic errors of $A$ and $E$ are opposite and cancel in the mean. A continuous density of states $\sqrt\varepsilon$ (both spins included, energies in units of the zero-width Fermi energy) shows this. At width 0.03 the errors relative to $E_c$ are $-1.48\times10^{-3}$ for $A$, $+1.48\times10^{-3}$ for $E$ and $-6.6\times10^{-7}$ for $E_0$. Doubling the width multiplies the first two by about 4 and the last by 16.3, near the 16 expected of a fourth-order error.

Even in this favourable case the forces do not inherit the cancellation. Differentiating the expansion of $A$ with respect to $x$,

$$F=-A'=-E_c'+\tfrac12\gamma'\tau^2+\dots,$$

so the force carries a quadratic error wherever $\gamma$ depends on $x$, while the error of $E_0$ is of fourth order. To obtain the slope of $E_0$ one would have to add $-\frac12\tau S'$ to $F$, as (4) shows. Evaluated through (2), this takes the derivatives $f_i'$, and with them the response of the levels, the self-consistent potential and $\mu$. The Hellmann-Feynman formula at a single width does not supply them. Forces at neighbouring widths would, because $dA/d\tau=-S$ and $A'=-F$ give $S'=dF/d\tau$.

At the discrete crossing the expansion itself fails. At $x=0$ each of the four spin-orbitals is half filled, so $S=4\ln2$ at every width, instead of vanishing with $\tau$. There $E=0$, $A=-4\tau\ln2$ and $E_0=-2\tau\ln2$, while the true zero-width energy is 0. For $\tau=0.10$ eV this makes $E_0=-0.139$ eV, an error linear in $\tau$. Here the unextrapolated $E$ is the correct one.

## Conditions, and the corrected statement

Result (3) rests on conditions that can fail in practice.

- *Constant width.* If $\tau$ is changed along the path, $A$ changes by a further $-S\,d\tau$, which $F$ does not contain.
- *Constant electron number.* If $\mu$ is held fixed instead, the $\mu$ term in (2) survives and $A'=-F+\mu N'$. The force is then minus the derivative of $A-\mu N$.
- *Self-consistency.* Away from it the orbital terms do not cancel, and $F$ need not match any of the three slopes.
- *Fixed basis.* Basis functions that move with the atoms add Pulay terms to the force. The treatment of the occupations is unaffected.
- *A matching entropy term.* It must obey (2) for the smearing function in use.

A numerical check of forces should accordingly compare them with differences of $A$, at one width and with tight convergence. A mismatch with differences of $E$ or $E_0$ is expected wherever $\tau S$ varies with the displacement, and (4) gives its size.

Points 2 and 3 of the argument should be replaced by this: the forces are minus the derivatives of $A$ at the chosen width, and a geometry relaxed with them is a stationary point of $A$. The energy may be extrapolated afterwards, but doing so does not move the geometry. Whether the geometry is close to the zero-width one can be examined by repeating the relaxation at smaller widths. In the crossing model, reducing $\tau$ from 0.16 to 0.10 eV moves the relaxed point from 0 to 0.178 Å, towards the zero-width value of 0.25 Å; at 0.05 eV it reaches 0.246 Å. An unchanged geometry at two widths does not by itself show convergence: in the same model the relaxed point is 0 for every $\tau\ge a^2/K=0.125$ eV, so going from 0.16 to 0.13 eV moves nothing. The width has to be followed down over a wide range, and in a periodic metal a smaller width also needs a denser sampling of the Brillouin zone. The remaining values are in the numerical output below.

## Computed values

```
Slope a = 1.00 eV/A, stiffness K = 8.00 eV/A^2
kT = 0.10 eV, i.e. T = 1160 K
Electronic part, kT = 0.10 eV; forces in eV/A:
 x=0.01 A: F=0.0999 -dA/dx=0.0999 -dE/dx=0.1997 -dE0/dx=0.1498
  ratios to F at this x: E 1.998, E0 1.499
 x=0.10 A: F=0.9242 -dA/dx=0.9242 -dE/dx=1.7107 -dE0/dx=1.3175
 x=0.20 A: F=1.5232 -dA/dx=1.5232 -dE/dx=2.3631 -dE0/dx=1.9432
 x=1.00 A: F=1.9998 -dA/dx=1.9998 -dE/dx=2.0016 -dE0/dx=2.0007
At x=0: A=-0.2773, E=0.0000, E0=-0.1386 eV
True zero-width energy at x=0: 0.0000 eV
Work of F from x=0 to 0.25 A: 0.2543 eV
 drops: A 0.2543, E 0.4241, E0 0.3392 eV
With elastic energy, kT = 0.10 eV:
 relaxation with F ends at x = 0.1776 A
 minima (A): A 0.1776, E 0.2949, E0 0.2569
 curvature at x=0 (eV/A^2): A -2.000, E -12.000, E0 -7.000
With elastic energy, kT = 0.16 eV:
 relaxation with F ends at x = 0.0000 A
 minima (A): A 0.0000, E 0.2889, E0 0.1783
 curvature at x=0 (eV/A^2): A 1.750, E -4.500, E0 -1.375
Window of kT with A stable, E0 unstable: 0.1250 to 0.1875 eV
Minimum of the true zero-width energy: x = 0.2500 A
Self-consistent chain at x=0.1 (x dimensionless), slopes in eV:
 fermi, width 0.4 eV: F=-1.53941 -dA/dx=-1.53941
  -dE/dx=-1.88471 -dE0/dx=-1.71206 -dE/dx at frozen f=-1.53941
 gauss, width 0.8 eV: F=-1.61244 -dA/dx=-1.61244
  -dE/dx=-1.86846 -dE0/dx=-1.74045 -dE/dx at frozen f=-1.61244
Smooth density of states, errors in units of the Fermi energy:
 width 0.03: A -1.480e-03, E 1.478e-03, E0 -6.614e-07
 width 0.06: A -5.911e-03, E 5.890e-03, E0 -1.079e-05
 growth on doubling: A 3.99, E 3.98, E0 16.31
```
